\section*{Optical Spin Polarization and Steady-State Contrast of a Triplet Divacancy}

\section{A case that can be seen through}

Take a spin-1 centre under weak light. Its ground triplet has sublevels $0,+,-$. An excitation from sublevel $a$ ends in one of two ways: with probability $1-f_a$ the centre emits a photon and returns to $a$, and with probability $f_a$ it crosses to a dark singlet shelf. Let the shelf return the centre to the three sublevels with equal probability $1/3$.

In the steady state each sublevel must lose to the shelf what it gains from it. If $W$ is the excitation rate, $G_a$ the population of sublevel $a$ and $J$ the total flow through the shelf, then
\begin{equation}
W f_a G_a=\frac{J}{3},\qquad\text{so}\qquad G_a\propto\frac1{f_a}.
\end{equation}
Population collects where escape is slowest. For $f_0=1/13$ and $f_+=f_-=5/17$ the share of sublevel 0 is
\begin{equation}
p_0=\frac{13}{13+2\times3.4}=0.657 .
\end{equation}

The photon rate under weak light is $W\sum_a G_a(1-f_a)$. Moving a small population $\epsilon$ from 0 to $+$ changes it by $W\epsilon(f_0-f_+)$, once the excited populations have followed and before the light has repolarized the spin. This is negative here: the light dims. Two things are needed for this signal, a population difference that microwaves can reduce and a brightness difference that makes the transfer visible. Polarization alone is not enough. The theorem below makes this quantitative for any pump rate and any shelf branching.

\section{Model and theorem}

\paragraph{Assumptions.} The centre has a symmetry axis that makes the sublevels $+$ and $-$ equivalent in their optical and crossing rates. It has ground populations $G_a$, excited-triplet populations $E_a$ with $a=0,+,-$, and a shelf population $S$ that stands for all singlet levels together.
\begin{itemize}
\item Off-resonant light excites at rate $W$, and emission occurs at rate $\Gamma$. Both conserve the spin.
\item Intersystem crossing to the shelf has rates $k_0$ and $k_+=k_-=k_1$. These are inputs: spin-orbit coupling makes them depend on the spin projection, but its matrix elements are not computed here.
\item The shelf empties at rate $q=1/\tau_s$, into 0 with probability $\beta_0$ and into each of $+,-$ with probability $\beta_1$, so that $\beta_0+2\beta_1=1$.
\item An axial field separates the two spin lines by much more than their width, without mixing sublevels. Microwaves drive the ground transition $0\leftrightarrow+$ alone, and an optical jump destroys the spin coherence. For a spin-conserving optical cycle this last assumption needs an excited-state spin splitting that differs from the ground-state one by much more than $\Gamma$.
\item Ionization and, until Section 6, spin-lattice relaxation are absent.
\end{itemize}
All rates are positive and $0<\beta_0<1$. Define
\begin{align}
f_a&=\frac{k_a}{\Gamma+k_a},\qquad
\theta=\frac{1+W\tau_s}{W+\Gamma},\qquad
B_{\rm off}=\frac{\beta_0}{k_0}+\frac{2\beta_1}{k_1},\\
\Delta B&=\frac{\beta_0f_1-\beta_1f_0}{f_0+f_1}
\left(\frac1{k_0}-\frac1{k_1}\right),\qquad B_{\rm on}=B_{\rm off}-\Delta B .
\label{eq:defs}
\end{align}
The contrast is $C=1-I_{\rm on}/I_{\rm off}$, where $I$ is the steady photon rate with and without microwaves. A dip has $C>0$.

\paragraph{Theorem.} Under these assumptions:
\begin{enumerate}
\item Without microwaves, $G_0/G_+=(\beta_0/f_0)/(\beta_1/f_1)$, independent of $W$.
\item With a microwave transfer rate $M$, the contrast is
\begin{equation}
C=C_{\rm sat}\frac{M}{M+M_h},\qquad
C_{\rm sat}=\frac{\Delta B}{B_{\rm off}}\,\frac{\theta}{\theta+B_{\rm on}},
\label{eq:main}
\end{equation}
with $M_h=M_s(\theta+B_{\rm off})/(\theta+B_{\rm on})$ and $M_s=Wf_0f_1/(f_0+f_1)$.
\item The sign of $C$ is that of $(k_1-k_0)(G_0-G_+)$, the populations being those without microwaves. If either factor vanishes, $C=0$.
\end{enumerate}

\section{Polarization without microwaves}

\paragraph{Lemma 1 (balance).} Let $X$ be the net microwave flow from 0 to $+$, and let $\sigma_0=1$, $\sigma_+=-1$, $\sigma_-=0$. In the steady state
\begin{equation}
k_aE_a=Wf_aG_a=\beta_aJ-\sigma_aX,\qquad J=qS .
\label{eq:balance}
\end{equation}

\emph{Proof.} The population equations are
\begin{align}
\dot G_a&=-WG_a+\Gamma E_a+\beta_aJ-\sigma_aX,\\
\dot E_a&=WG_a-(\Gamma+k_a)E_a,\\
\dot S&=\sum_ak_aE_a-J .
\end{align}
Setting $\dot E_a=0$ gives $E_a=WG_a/(\Gamma+k_a)$, and multiplication by $k_a$ gives the first equality. In the sum $\dot G_a+\dot E_a=0$ the pump and emission terms cancel, leaving $-k_aE_a+\beta_aJ-\sigma_aX=0$, which is the second. $\square$

\paragraph{Proof of part 1.} With $X=0$, Eq.~\eqref{eq:balance} gives
\begin{equation}
E_a=\frac{\beta_aJ}{k_a},\qquad G_a=\frac{\beta_aJ}{Wf_a}.
\label{eq:undriven}
\end{equation}
The factor $J/W$ cancels from the ratio $G_0/G_+$. $\square$

Within the ground triplet the share of sublevel 0 is therefore
\begin{equation}
p_0=\frac{\beta_0/f_0}{A},\qquad A=\frac{\beta_0}{f_0}+\frac{2\beta_1}{f_1}.
\end{equation}

\paragraph{Remark (meaning of $A$).} After the shelf has delivered the centre to $a$, each excitation ends in crossing with probability $f_a$. The number of excitations up to the crossing is geometrically distributed with mean $1/f_a$, so $A$ is the mean number of excitations per shelf visit. All but the last emit a photon. Since $1/f_a-1=\Gamma/k_a$, the mean photon number is
\begin{equation}
A-1=\sum_a\beta_a\left(\frac1{f_a}-1\right)=\Gamma B_{\rm off}.
\end{equation}
Thus $B_{\rm off}$ is the mean time spent in the excited triplet per shelf visit. Normalization of Eq.~\eqref{eq:undriven}, with $S=J\tau_s$, gives the mean cycle time
\begin{equation}
T=\frac1J=\frac AW+B_{\rm off}+\tau_s .
\end{equation}

\paragraph{Remark (after the light is switched off).} An excited centre in $b$ returns to $b$ with probability $1-f_b$ and otherwise passes through the shelf. The final populations are
\begin{equation}
P_a=G_a+(1-f_a)E_a+\beta_a\Big(S+\sum_bf_bE_b\Big).
\label{eq:dark}
\end{equation}
This initialized population differs in general from the share $p_a$ under light. The two agree for $W\to0$, when $E_a$ and $S$ vanish.

\section{The driven centre}

\paragraph{Lemma 2 (transfer rate).} For Rabi frequency $\Omega$ and detuning $\delta$, both in angular units, the steady microwave flow is $X=M(G_0-G_+)$ with
\begin{equation}
M=\frac{\Omega^2\gamma_2}{2(\gamma_2^2+\delta^2)},\qquad \gamma_2=W+\gamma_\phi ,
\label{eq:M}
\end{equation}
where $\gamma_\phi$ is the pure dephasing rate.

\emph{Proof.} In the rotating frame, with $\hbar=1$, the Hamiltonian is $H=\frac{\Omega}{2}(|0\rangle\langle+|+|+\rangle\langle0|)+\delta|+\rangle\langle+|$. Both ground sublevels are emptied at rate $W$. The coherence decays at the mean of the two rates, $W$, plus $\gamma_\phi$, and no jump restores it. Hence
\begin{align}
\dot\rho_{+0}&=-(\gamma_2+i\delta)\rho_{+0}-\frac{i\Omega}{2}(G_0-G_+),\\
\dot G_0\big|_{\rm mw}&=-\frac{i\Omega}{2}(\rho_{+0}-\rho_{0+})
=\Omega\,{\rm Im}\,\rho_{+0}.
\end{align}
Setting $\dot\rho_{+0}=0$ gives $\rho_{+0}=-i\Omega(G_0-G_+)/[2(\gamma_2+i\delta)]$. Its imaginary part is $-\Omega(G_0-G_+)\gamma_2/[2(\gamma_2^2+\delta^2)]$. Insertion gives $\dot G_0|_{\rm mw}=-M(G_0-G_+)$. $\square$

No fast-dephasing approximation was made. The rate form holds because the state is stationary; transient Rabi oscillations are not described by it.

\paragraph{Lemma 3 (excited time under drive).} Let $B=\sum_aE_a/J$. Then
\begin{equation}
B=B_{\rm off}-\Delta B\,\frac{M}{M+M_s}.
\label{eq:BM}
\end{equation}

\emph{Proof.} Write $d=G_0-G_+$. From Eq.~\eqref{eq:balance}, $G_0=(\beta_0J-X)/(Wf_0)$ and $G_+=(\beta_1J+X)/(Wf_1)$. Subtracting,
\begin{equation}
d=\frac JW\left(\frac{\beta_0}{f_0}-\frac{\beta_1}{f_1}\right)
-\frac{X}{W}\left(\frac1{f_0}+\frac1{f_1}\right).
\end{equation}
The last bracket divided by $W$ is $1/M_s$. With $X=Md$,
\begin{equation}
d\left(1+\frac M{M_s}\right)=\frac JW\,\frac{\beta_0f_1-\beta_1f_0}{f_0f_1}.
\end{equation}
Multiplying by $M/(1+M/M_s)=MM_s/(M+M_s)$ and inserting $M_s/W=f_0f_1/(f_0+f_1)$,
\begin{equation}
\frac XJ=\frac{M}{M+M_s}\,\frac{\beta_0f_1-\beta_1f_0}{f_0+f_1}.
\end{equation}
Finally $E_0=(\beta_0J-X)/k_0$, $E_+=(\beta_1J+X)/k_1$ and $E_-=\beta_1J/k_1$. Their sum divided by $J$ is $B_{\rm off}-(X/J)(1/k_0-1/k_1)$, which is Eq.~\eqref{eq:BM}. $\square$

\paragraph{Proof of part 2.} The total population is one. From $\dot E_a=0$, $W\sum_aG_a=\sum_a(\Gamma+k_a)E_a=J(\Gamma B+1)$, because $\sum_ak_aE_a=J$. Therefore
\begin{align}
1&=J\left[\frac{1+\Gamma B}{W}+B+\tau_s\right]
=J\,\frac{W+\Gamma}{W}\,(\theta+B),\\
I&=\Gamma BJ=\frac{\Gamma W}{W+\Gamma}\,\frac{B}{\theta+B}.
\label{eq:I}
\end{align}
The photon rate rises with $B$: longer excited time per shelf visit means more light. The prefactor cancels in the contrast,
\begin{equation}
C=1-\frac{B(\theta+B_{\rm off})}{B_{\rm off}(\theta+B)}
=\frac{\theta(B_{\rm off}-B)}{B_{\rm off}(\theta+B)} .
\end{equation}
Insert Eq.~\eqref{eq:BM} and multiply numerator and denominator by $M+M_s$. The numerator becomes $\theta\,\Delta B\,M$, and the factor $\theta+B$ becomes
\begin{equation}
(\theta+B_{\rm off})(M+M_s)-\Delta B\,M
=(\theta+B_{\rm on})(M+M_h).
\end{equation}
This is Eq.~\eqref{eq:main}. $\square$

\paragraph{Proof of part 3.} Inserting $\Delta B$ into $B_{\rm on}=B_{\rm off}-\Delta B$ gives
\begin{equation}
B_{\rm on}=\frac{\beta_0+\beta_1}{f_0+f_1}\left(\frac{f_0}{k_0}+\frac{f_1}{k_1}\right)+\frac{\beta_1}{k_1}>0 .
\end{equation}
For $M>0$ all factors in Eq.~\eqref{eq:main} except $\Delta B$ are therefore positive. Now
\begin{equation}
\Delta B=\frac{(\beta_0f_1-\beta_1f_0)(k_1-k_0)}{(f_0+f_1)k_0k_1},
\end{equation}
while Eq.~\eqref{eq:undriven} gives $G_0-G_+=J(\beta_0f_1-\beta_1f_0)/(Wf_0f_1)$. The signs agree as stated. $\square$

\paragraph{Corollary (line shape).} Let $M_0$ be $M$ at $\delta=0$. Then $M=M_0\gamma_2^2/(\gamma_2^2+\delta^2)$, and Eq.~\eqref{eq:main} becomes
\begin{equation}
C(\delta)=\frac{C(0)}{1+\delta^2/\Delta^2},\qquad
\Delta=\gamma_2\sqrt{1+M_0/M_h}.
\end{equation}
The line is a Lorentzian for identical centres with a single dephasing rate; hyperfine structure or a static spread of resonance frequencies, which the model leaves out, changes its shape and width. With $M_0=\Omega^2/(2\gamma_2)$ its half width obeys $\Delta^2=\gamma_2^2+\gamma_2\Omega^2/(2M_h)$, so microwaves broaden it. Light acts in two ways: it raises $\gamma_2$, but it also raises $M_h$, which weakens the microwave broadening. For weak pumping $M_h=cW$ with a constant $c$, and at fixed $\Omega$, $d\Delta^2/dW=2\gamma_2-\gamma_\phi\Omega^2/(2cW^2)$. For $W\ll\gamma_\phi$ more light therefore narrows the line as long as $\Omega^2>4WM_h$, which always holds for $W\to0$; for a weaker drive it broadens the line.

\section{A worked example}

The following round parameters describe a model triplet, not a particular defect: $\Gamma=60$, $k_0=5$, $k_1=25$, $q=5$, $W=2$ and $\gamma_\phi=1$, all in $\mu{\rm s}^{-1}$, with $\beta_0=0.5$, $\beta_1=0.25$ and $\Omega/2\pi=0.5$ MHz.

The yields are $f_0=5/65=0.0769$ and $f_1=25/85=0.294$. Hence $A=6.5+2\times0.85=8.2$ and
\begin{equation}
p_0=\frac{6.5}{8.2}=0.793,\qquad T=\frac{8.2}{2}+0.12+0.20=4.42\ \mu{\rm s}.
\end{equation}
Each cycle yields 7.2 photons. The shelf holds $0.20/4.42=4.5\%$ of the population. After switch-off, Eq.~\eqref{eq:dark} gives $P_0=0.780$, slightly below $p_0$, since the shelf sends only half of its population to sublevel 0.

For the contrast,
\begin{align}
\Delta B&=\frac{0.5\times0.2941-0.25\times0.0769}{0.3710}\,(0.20-0.04)
=0.0551\ \mu{\rm s},\\
B_{\rm on}&=0.1200-0.0551=0.0649\ \mu{\rm s},\qquad
\theta=\frac{1.4}{62}=0.0226\ \mu{\rm s},\\
C_{\rm sat}&=\frac{0.0551}{0.1200}\times\frac{0.0226}{0.0226+0.0649}=11.9\%.
\end{align}
The drive gives $M_0=1.645\ \mu{\rm s}^{-1}$ against $M_h=0.199\ \mu{\rm s}^{-1}$, so $C=11.86\%\times1.645/1.844=10.6\%$. The full width at half maximum is $2\Delta/2\pi=2.9$ MHz.

The theorem was tested against the steady state of the full seven-state Lindblad equation for thirty random parameter sets, with finite drive and detuning; the contrasts agreed to a relative tolerance of $10^{-6}$. The values are collected in the numerical output.

\section{Limits, sign reversal and failure}

\paragraph{Pump power at saturating drive.} For $W\to0$, $\theta\to1/\Gamma$; for $W\to\infty$, $\theta\to\tau_s$. Here the corresponding limits of $C_{\rm sat}$ are 9.4\% and 34.7\%. Between them,
\begin{equation}
\frac{d\theta}{dW}=\frac{\Gamma\tau_s-1}{(W+\Gamma)^2},
\end{equation}
and $|C_{\rm sat}|$ grows with $\theta$. It therefore grows with pump power when the shelf outlives the radiative time, $\Gamma\tau_s>1$; here $\Gamma\tau_s=12$. Under strong light little time is spent in the ground triplet, and the photon rate is governed by the competition between bright time $B$ and dark time $\tau_s$.

\paragraph{Pump power at fixed drive.} The strong-pump limit above requires $M\gg M_h$ throughout. At fixed $\Omega$ on resonance, $M$ falls as $1/W$ for large $W$, while $M_h$ rises as $W$, so $C$ falls as $1/W^2$. For $W=0.02$, 0.2, 2 and $20\ \mu{\rm s}^{-1}$ the contrast is 9.4\%, 9.6\%, 10.6\% and 2.7\%. At the last value $C_{\rm sat}$ is 22.5\%, but the light repolarizes the spin faster than the microwaves can mix it.

\paragraph{Which selectivity does what.} Set $k_0=k_1=5\ \mu{\rm s}^{-1}$ and keep $\beta_0=0.5$. The shelf still polarizes the spin, $p_0=0.5$, yet the contrast is zero, because all sublevels are equally bright. Conversely, let the shelf be unselective, $\beta_0=\beta_1=1/3$, with the original crossing rates. Then $\Delta B\propto(f_1-f_0)(k_1-k_0)$, which is positive for any $k_0\ne k_1$ because $f$ increases with $k$. This is the opening case, now with $C_{\rm sat}=8.9\%$ at $W=2\ \mu{\rm s}^{-1}$.

A negative contrast needs the shelf to work against the upper selectivity. The change of sign lies at $\beta_0f_1=\beta_1f_0$. With $\beta_1=(1-\beta_0)/2$ this reads $2\beta_0f_1=(1-\beta_0)f_0$, or
\begin{equation}
\beta_0^*=\frac{f_0}{f_0+2f_1}=0.116 ,
\end{equation}
where $p_0=1/3$. For $\beta_0=0.1$ the share falls to $p_0=0.298$ and $C_{\rm sat}=-1.1\%$: microwaves now move population towards the brighter sublevel.

\paragraph{Spin-lattice relaxation.} For weak pumping, $E_a$ and $S$ are small and follow $G_a$. With $G_0+G_++G_-=1$ to leading order, sublevel 0 loses $Wf_0G_0$ and regains a fraction $\beta_0$ of the whole shelf flow:
\begin{align}
\dot G_0&=-Wf_0G_0+\beta_0W[f_0G_0+f_1(1-G_0)]
=-\lambda(G_0-p_0),\\
\lambda&=W[f_0(1-\beta_0)+f_1\beta_0].
\end{align}
Here $\lambda=0.186\,W$. Let relaxation exchange each pair of ground sublevels at rate $w$ in either direction, as suits a temperature far above the spin splittings. It adds $-2wG_0+w(1-G_0)=-3w(G_0-\frac13)$. The steady deviation of $G_0$ from $1/3$ is then reduced by the factor $\lambda/(\lambda+3w)$.

For $w=0.001\ \mu{\rm s}^{-1}$ and $W=0.02\ \mu{\rm s}^{-1}$ this factor is $0.00371/0.00671=0.55$. The Lindblad solution shows the contrast falling from 9.4\% to 5.3\%, a factor 0.56. The two factors need not be this close in general, because relaxation also changes the driven populations and the undriven photon rate. At $W=2\ \mu{\rm s}^{-1}$ it falls only from 10.6\% to 10.5\%. Neglect of relaxation thus requires $\lambda\gg3w$, and the $W$-independence of part 1 fails at low light.

\paragraph{Other limits of validity.} Transverse fields or level crossings that mix 0 with $\pm$ open a path between these sublevels besides the shelf and the microwaves. The balance in Lemma 1 leaves this path out and then fails. Ionization adds a further state, with its own rates of entry and return, that the balance above leaves out. A spin-independent background $I_b$ leaves the difference $I_{\rm off}-I_{\rm on}$ unchanged but multiplies the measured contrast by $I_{\rm off}/(I_{\rm off}+I_b)$. A measured contrast alone therefore does not determine the polarization.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Pump rate W: 2 us^-1
Radiative rate Gamma: 60 us^-1
ISC rate k0: 5 us^-1
ISC rate k1: 25 us^-1
Shelf decay rate q: 5 us^-1
Shelf branching beta0: 0.5
Shelf branching beta1 (each): 0.25
Pure dephasing rate: 1 us^-1
Rabi frequency Omega/(2 pi): 0.5 MHz
ISC yield f0: 0.076923
ISC yield f1: 0.29412
Excitations per shelf visit A: 8.2
Photons per shelf visit: 7.2
Cycle time T: 4.42 us
Ground-triplet fraction p0 under light: 0.79268
Total ground population under light: 0.9276
Total excited population under light: 0.027149
Shelf population under light: 0.045249
Spin-0 population after light-off: 0.78034
Weak-pump polarization rate / W: 0.18552
B_off: 0.12 us
Delta B: 0.055122 us
B_on: 0.064878 us
theta: 0.022581 us
Saturated contrast: 11.86 %
Microwave rate M on resonance: 1.6449 us^-1
Population saturation rate M_s: 0.12195 us^-1
Contrast half-saturation rate M_h: 0.19881 us^-1
Finite-drive contrast: 10.581 %
ODMR full width at half maximum: 2.908 MHz
Weak-pump saturated contrast limit: 9.3885 %
Strong-pump saturated contrast limit: 34.684 %
W=0.02 us^-1: contrast saturated 9.416 %, fixed drive 9.412 %, with relaxation 5.299 %
W=0.2 us^-1: contrast saturated 9.659 %, fixed drive 9.612 %, with relaxation 8.921 %
W=2 us^-1: contrast saturated 11.860 %, fixed drive 10.581 %, with relaxation 10.490 %
W=20 us^-1: contrast saturated 22.539 %, fixed drive 2.672 %, with relaxation 2.667 %
Relaxation rate per direction and pair: 0.001 us^-1
Equal-ISC case, k0=k1: 5 us^-1
Equal-ISC case, p0: 0.5
Equal-ISC contrast: 0.00000 %
Unselective-shelf p0: 0.65657
Unselective-shelf saturated contrast: 8.9181 %
Sign-change branching beta0*: 0.11565
Reversed-contrast example beta0: 0.1
Reversed-contrast example p0: 0.29817
Reversed-contrast saturated value: -1.1195 %
\end{verbatim}
